# Bader charges, atomic dipoles and the dipole moment of CO

**Question**

A neutral CO molecule in a closed-shell state has fixed nuclei on the $z$ axis, carbon at $z_C=-R/2$ and oxygen at $z_O=+R/2$, with $R=2.13$ bohr. Its electron number density $\rho(\mathbf r)$ is axially symmetric. Hartree atomic units are used, so the electron has charge $-1$. A dipole points from negative to positive charge; $\mu>0$ therefore means that the carbon end is negative.

Space is divided into two regions $\Omega_C$ and $\Omega_O$, each holding one nucleus, which together fill space without overlap. For each region define

$$
N_A=\int_{\Omega_A}\rho\,d\tau,\qquad q_A=Z_A-N_A,\qquad
\mathbf M_A=-\int_{\Omega_A}(\mathbf r-\mathbf R_A)\,\rho\,d\tau .
$$

Here $Z_A$ and $\mathbf R_A$ are the charge and position of nucleus $A$. The number $q_A$ is the net charge of the atom, and $\mathbf M_A$ is the dipole of its electrons about its own nucleus.

The numerical data come from two calculations in the aug-cc-pVTZ basis, one with the PBE0 density functional and one with the Hartree–Fock method. The data carry more digits than their physical accuracy deserves (the two methods differ by about 0.17 in the electron counts); the digits are kept only because large terms from the same calculation will be subtracted. They also depend on the basis: at the Hartree–Fock level, replacing aug-cc-pVTZ by aug-cc-pVDZ changes $q_C$ by 0.003, $M_C$ and $M_O$ by about 0.01 au, the molecular dipole by 0.003 au, $\Theta_C$ of part (e) by 0.02 au and the molecular quadrupole by 0.035 au. All values below refer to aug-cc-pVTZ.

**(a)** Express the molecular dipole through $q_A$ and $\mathbf M_A$. What does each part do when the origin is moved?

**(b)** Bader's partition uses a surface on which $\nabla\rho\cdot\mathbf n=0$, where $\mathbf n$ is the surface normal. Explain how this surface arises from the bond critical point, and derive an integral condition that each basin must satisfy. Is the condition sufficient to identify the basin?

**(c)** For the PBE0 density, the Bader basins give $N_C=4.7955$, $N_O=9.2045$, $M_C=+1.663$ and $M_O=+0.944$, where $M_A$ is the $z$ component. Find the charges and the molecular dipole, and interpret the signs of the atomic dipoles.

**(d)** For the Hartree–Fock density the corresponding values are $N_C=4.6225$, $N_O=9.3775$, $M_C=+1.719$ and $M_O=+1.112$. Compare the two dipoles. What decides their signs?

**(e)** Someone proposes to abandon Bader's charges and to fit charges on the two nuclei to the molecular dipole instead. Can such charges also give the molecular quadrupole? Use

$$
\Theta_A=-\int_{\Omega_A}\left[(z-z_A)^2-\tfrac12(x^2+y^2)\right]\rho\,d\tau ,
$$

with $\Theta_C=+0.029$ and $\Theta_O=+0.012$ for PBE0, and $\Theta_C=-0.2225$ and $\Theta_O=-0.0636$ for Hartree–Fock.

**(f)** The PBE0 density is now cut by the plane $z=0$ instead of the Bader surface. This gives $q_C=+0.1928$, $M_C=+0.866$ and $M_O=-0.414$. Which conclusions of part (c) survive?

---

**Model answer to (a)**

The dipole is the sum of charge times position over nuclei and electrons:

$$
\boldsymbol\mu=\sum_A Z_A\mathbf R_A-\int\mathbf r\,\rho\,d\tau .
$$

The regions fill space without overlap, so the integral is the sum of the integrals over them. Within region $A$ write $\mathbf r=\mathbf R_A+(\mathbf r-\mathbf R_A)$. Since $\mathbf R_A$ is constant there,

$$
-\int_{\Omega_A}\mathbf r\,\rho\,d\tau
=-\mathbf R_A N_A-\int_{\Omega_A}(\mathbf r-\mathbf R_A)\rho\,d\tau
=-N_A\mathbf R_A+\mathbf M_A .
$$

Adding the nuclear terms gives

$$
\boldsymbol\mu=\sum_A(Z_A-N_A)\mathbf R_A+\sum_A\mathbf M_A
=\sum_A q_A\mathbf R_A+\sum_A\mathbf M_A .
$$

No property of the dividing surface was used, so the identity holds for any partition of this kind. The first sum is the dipole that would result if each atom's net charge sat at its nucleus. The second sum corrects for the electrons of each atom not being centred on that nucleus.

Now move the origin by $\mathbf c$, so that every position becomes $\mathbf r-\mathbf c$. The difference $\mathbf r-\mathbf R_A$ is unchanged, and so is $\mathbf M_A$. The charge term changes by $-\mathbf c\sum_Aq_A$, which vanishes because the molecule is neutral. Both sums are therefore independent of origin here. For an ion, the charge term and the total dipole would both depend on the origin.

For CO, neutrality gives $q_O=-q_C$, and the charge term along $z$ is

$$
q_C\left(-\frac R2\right)+q_O\left(\frac R2\right)
=-\frac{q_CR}{2}-\frac{q_CR}{2}=-q_CR .
$$

Hence

$$
\mu=-q_CR+M_C+M_O .
$$

If each atom were a spherical charge distribution centred on its nucleus and lying wholly inside its own region, both $M_A$ would vanish by symmetry. The charges alone would then give the dipole. This is the limit of separated spherical ions, and a bonded molecule need not be near it.

**Model answer to (b)**

A bond critical point is a point between the nuclei where $\nabla\rho=0$, with $\rho$ a minimum along the bond and a maximum across it. Let $u$ be the distance from this point along the axis and $s$ the distance from the axis. To second order,

$$
\rho\simeq\rho_b+\tfrac12a\,u^2-\tfrac12b\,s^2,\qquad a>0,\quad b>0 .
$$

A path that climbs the density follows $\nabla\rho$. With $t$ a parameter along the path,

$$
\frac{du}{dt}=a\,u,\qquad \frac{ds}{dt}=-b\,s,
$$

so that

$$
u=u_0e^{at},\qquad s=s_0e^{-bt}.
$$

A path with $u_0>0$ moves off towards oxygen, and one with $u_0<0$ towards carbon. A path with $u_0=0$ ends at the critical point. Near that point, the paths that end there thus form a sheet perpendicular to the axis. Followed downhill, they continue this sheet outwards, where it may bend. The sheet is made of gradient paths, so $\nabla\rho$ lies in it and has no component along its normal. It separates the points whose uphill paths lead to carbon from those whose uphill paths lead to oxygen. By axial symmetry, one curve in a half-plane through the axis describes the whole surface.

For the integral condition, apply the divergence theorem to a basin:

$$
\int_{\Omega_A}\nabla^2\rho\,d\tau=\oint_{\partial\Omega_A}\nabla\rho\cdot\mathbf n\,dS=0 .
$$

The dividing surface contributes nothing by construction, and the part of the boundary at infinity contributes nothing because the density decays exponentially. The exact density has a cusp at a nucleus, where the Laplacian is singular. Excluding a small sphere of radius $\epsilon$ removes the singularity. The slope of $\rho$ is finite there, so the flux through the sphere is proportional to $\epsilon^2$ and vanishes as $\epsilon\to0$. A density built from Gaussian functions is smooth and does not need this step.

The condition is necessary but not sufficient. A surface crossed by equal inward and outward fluxes also gives a zero integral, although $\nabla\rho\cdot\mathbf n$ is not zero at each of its points. A second check is to start on both sides of the proposed surface and climb the density.

Both checks were made in the numerical calculation. The magnitudes of the Laplacian integrals were below $10^{-5}$ atomic units. Uphill paths from five pairs of points on opposite sides of the surface reached the assigned nuclei, for each of the two densities. In the PBE0 density the critical point lies 0.72 bohr from carbon and 1.41 bohr from oxygen, so the oxygen basin takes the larger part of the internuclear line.

**Model answer to (c)**

The charges are

$$
q_C=6-4.7955=+1.2045,\qquad q_O=8-9.2045=-1.2045 .
$$

More than one electron has been assigned to oxygen beyond its neutral count. The charge term is

$$
-q_CR=-1.2045\times2.13=-2.566\ \text{au}=-6.52\ \text{debye}.
$$

Taken alone, it predicts a large dipole with carbon positive. The atomic dipoles add up to

$$
M_C+M_O=1.663+0.944=+2.607\ \text{au},
$$

and the molecular dipole is

$$
\mu=-2.566+2.607=+0.041\ \text{au}=+0.10\ \text{debye}.
$$

The carbon end is negative, although the carbon basin has a charge above $+1$. There is no contradiction: a basin charge counts electrons, while the dipole also depends on where they are. The charge term is about 62 times the magnitude of the total. As a test, the same dipole was computed directly from integrals over the whole molecule, without any partition, and the two agree.

To interpret the signs, let $\zeta=z-z_A$ and let $\langle\zeta\rangle_A$ be its average over the electrons of basin $A$. The definition gives $M_A=-N_A\langle\zeta\rangle_A$, so

$$
\langle\zeta\rangle_C=-\frac{1.663}{4.7955}=-0.35\ \text{bohr},\qquad
\langle\zeta\rangle_O=-\frac{0.944}{9.2045}=-0.10\ \text{bohr}.
$$

Both electron clouds are displaced towards negative $z$. For carbon this is the side away from oxygen; for oxygen it is the side facing carbon. Both atomic dipoles point towards positive $z$ and oppose the charge term. They do not oppose each other.

The electron counts on the two sides of each nucleus agree with this picture. The carbon basin holds 3.09 electrons behind its nucleus, away from oxygen, and 1.71 in front. The oxygen basin holds 5.08 electrons on the side facing carbon and 4.13 behind. These counts alone neither show nor exclude a carbon lone pair. An undistorted, spherical neutral carbon atom has 3 electrons on each side of a plane through its nucleus, so the 3.09 behind carbon is close to the free-atom count. The imbalance lies in the shortfall in front, 1.71 instead of 3, and this is tied to the shape of the basin: on the axis, the carbon basin ends 0.72 bohr in front of the nucleus but has no boundary behind it. A ground-state (triplet) carbon atom, spherically averaged and integrated over the same basin, has 1.73 electrons in front of its nucleus and a dipole of about $+1.48$ au, against 1.71 and $+1.66$ au in the molecule. About nine tenths of the carbon dipole thus comes from where the basin is cut, and $M_C$ should not be taken as a direct measure of how the density is distorted. The remaining 0.18 au is a real distortion, more than four times the molecular dipole. It arises behind the nucleus, where the density on the axis 1 to 2 bohr from carbon is about 1.4 times that of the superposed free atoms, and where the highest occupied orbital places about 1.5 of its two electrons.

**Model answer to (d)**

For Hartree–Fock,

$$
q_C=6-4.6225=+1.3775,\qquad -q_CR=-1.3775\times2.13=-2.934\ \text{au},
$$

and

$$
\mu=-2.934+1.719+1.112=-0.103\ \text{au}=-0.26\ \text{debye}.
$$

The Hartree–Fock dipole has carbon positive, opposite to the PBE0 result. Yet in both calculations the carbon charge exceeds $+1$ and both atomic dipoles oppose the charge term. The sign of $\mu$ therefore cannot be read from the sign of $q_C$. It depends on whether $M_C+M_O$ is larger or smaller than $q_CR$.

The change from PBE0 to Hartree–Fock can be followed term by term:

$$
\begin{aligned}
\Delta(-q_CR)&=-2.934-(-2.566)=-0.368\ \text{au},\\
\Delta(M_C+M_O)&=2.831-2.607=+0.224\ \text{au},\\
\Delta\mu&=-0.368+0.224=-0.144\ \text{au}.
\end{aligned}
$$

Relative to their PBE0 magnitudes, the charge term changes by about 14% and the sum of atomic dipoles by about 9%. The larger charge transfer is accompanied by larger opposing dipoles, but these compensate only part of it. The remainder is enough to reverse a total of 0.041 au.

The same arithmetic shows how closely the charges and atomic dipoles must match each other in a reconstruction. At fixed $M_C$ and $M_O$, an error $\delta q$ in the carbon charge produces an error $-R\,\delta q$ in the dipole. An error of $0.041/2.13=0.019$ in the charge would be as large as the whole PBE0 dipole. That is 1.6% of $q_C$. This concerns errors in the charge alone, such as rounding or charges and dipoles taken from different integrations. A misplaced boundary used consistently for all terms changes $q_C$ but not $\mu$, as part (f) shows.

The measured dipole is roughly 0.1 debye with carbon negative, so the Hartree–Fock sign is wrong. Hartree–Fock omits electron correlation, while PBE0 treats exchange and correlation approximately. Both calculations leave out relativity and nuclear vibration and use a finite basis. The agreement of PBE0 in this one case does not establish its accuracy for other molecules.

**Model answer to (e)**

The dipole alone can be fitted. Charges $q_C^{\rm fit}$ and $-q_C^{\rm fit}$ on the nuclei give the dipole $-q_C^{\rm fit}R$, so the required charge is

$$
q_C^{\rm fit}=-\frac{\mu}{R}.
$$

This is $-0.041/2.13=-0.019$ for PBE0 and $+0.103/2.13=+0.048$ for Hartree–Fock. It would therefore be false to say that no charges can reproduce the dipole. The fitted PBE0 charge, however, has the opposite sign to Bader's and about one sixtieth of its magnitude. It restates the dipole and does not count the electrons in a basin.

The quadrupole provides a second condition. Let $s^2=x^2+y^2$. About the bond midpoint, the axial quadrupole is the sum of charge times

$$
\tfrac12(3z^2-r^2)=\tfrac12(3z^2-z^2-s^2)=z^2-\tfrac12s^2 .
$$

The nuclei have $s=0$, so

$$
\Theta=\sum_A Z_Az_A^2-\sum_A\int_{\Omega_A}\left(z^2-\tfrac12s^2\right)\rho\,d\tau .
$$

In basin $A$, $z=z_A+\zeta$ and $z^2=z_A^2+2z_A\zeta+\zeta^2$. The three terms give

$$
-\int_{\Omega_A}\left(z^2-\tfrac12s^2\right)\rho\,d\tau
=-N_Az_A^2+2z_AM_A+\Theta_A ,
$$

where the middle term enters with a plus sign (its value is negative for carbon, since $z_C<0$ and $M_C>0$) because $M_A=-\int_{\Omega_A}\zeta\rho\,d\tau$. Therefore

$$
\Theta=\sum_A\left(q_Az_A^2+2z_AM_A+\Theta_A\right).
$$

For two opposite charges on the nuclei and nothing else,

$$
\Theta=q_C\frac{R^2}{4}-q_C\frac{R^2}{4}=0
$$

for every value of $q_C$. In the full expression the charges cancel in the same way. Inserting $z_C=-R/2$ and $z_O=R/2$ in the remaining terms leaves

$$
\Theta=R(M_O-M_C)+\Theta_C+\Theta_O .
$$

For PBE0 this is

$$
\Theta=2.13(0.944-1.663)+0.029+0.012=-1.531+0.041=-1.49\ \text{au},
$$

and for Hartree–Fock

$$
\Theta=2.13(1.112-1.719)-0.2225-0.0636=-1.293-0.286=-1.58\ \text{au}.
$$

Direct integration over the whole molecule gives the same values. No neutral pair of charges on the nuclei can reproduce both moments of either density.

Another choice of origin does not help. If the origin moves to $z=c$, the factor $z^2$ becomes $z^2-2cz+c^2$ while $s^2$ is unchanged. Summed over all charges, this gives

$$
\Theta(c)=\Theta(0)-2c\mu+c^2Q,
$$

where $Q=0$ is the total charge. The molecule and the fitted pair have the same $\mu$, so both quadrupoles shift equally and their difference remains.

The two moments combine the atomic dipoles differently: the dipole contains their sum and the quadrupole their difference. The larger dipole on carbon makes $R(M_O-M_C)$ negative. Charges and atomic dipoles together, without $\Theta_A$, miss the total quadrupole by about 3% in PBE0 but by 18% in Hartree–Fock. The local quadrupoles are thus not negligible in general.

The argument is limited to charges placed on the two nuclei. Extra charges at other sites provide more freedom, and in effect they can represent atomic dipoles.

**Model answer to (f)**

With the midpoint plane, the charge term is

$$
-q_CR=-0.1928\times2.13=-0.411\ \text{au},
$$

and the dipole is

$$
\mu=-0.411+0.866-0.414=+0.041\ \text{au}.
$$

The molecular dipole survives, as part (a) requires. The carbon charge above one does not, and neither does the statement that both atomic dipoles oppose the charge term: $M_O$ now has the same sign as that term.

The compensation can be derived. Suppose that moving the boundary transfers a small number $\delta N$ of electrons, located at $z$, from the oxygen region to the carbon region. Then $q_C$ falls by $\delta N$, and the charge term changes by $+R\,\delta N$. The atomic dipoles change by

$$
\delta M_C=-(z-z_C)\,\delta N,\qquad
\delta M_O=+(z-z_O)\,\delta N,
$$

and their sum changes by

$$
\delta(M_C+M_O)=(z_C-z_O)\,\delta N=-R\,\delta N .
$$

The position $z$ has dropped out, so the cancellation holds for each transferred element and hence for any finite change of boundary. Here the net transfer is $1.2045-0.1928=1.0117$ electrons. The charge term rises by $1.0117\times2.13=2.155$ au, and the sum of atomic dipoles falls from 2.607 to 0.452 au, by the same amount.

The midpoint plane is not a zero-flux surface of this density. The Laplacian integrated over its carbon side is $+1.22$ au, whereas a Bader basin requires zero. A zero value would not by itself identify the basin, as part (b) showed; it is the sheet of gradient paths ending at the bond critical point that fixes Bader's partition. Zero flux alone is not enough either: by symmetry, any plane containing the molecular axis is a zero-flux surface through that point, but it does not separate the nuclei. The identity for the dipole does not depend on that choice. The charge $+1.20$ and the two opposing atomic dipoles are properties of the density together with Bader's surface. The dipole of $+0.041$ au is a property of the density alone. A Bader charge should accordingly be reported as the electron count of a basin, and used for a molecular dipole together with the atomic dipoles of the same basins.

## Table of computed values

```
bond length R = 2.13 bohr; basis functions = 92
1 au of dipole = 2.5417 debye
--- PBE0, Bader basins ---
energy = -113.227034 hartree
critical point: 0.7216 bohr from C, 1.4084 bohr from O
C: electrons = 4.7955, charge q = +1.2045 e
C: atomic dipole M = +1.6628 au, Theta_A = +0.0291 au
C: electrons facing other atom = 1.706, behind = 3.089
C: integral of Laplacian = +3.3e-06 au
O: electrons = 9.2045, charge q = -1.2045 e
O: atomic dipole M = +0.9439 au, Theta_A = +0.0118 au
O: electrons facing other atom = 5.077, behind = 4.127
O: integral of Laplacian = +8.0e-06 au
charge term = -2.5655 au = -6.521 debye
M_C + M_O = +2.6067 au
dipole from basins = +0.0412 au
dipole direct = +0.0412 au = +0.105 debye
|charge term / dipole| = 62.3
C charge fitted to dipole = -0.0193 e
quadrupole: basins = -1.4903 au, direct = -1.4903 au
--- HF, Bader basins ---
energy = -112.781573 hartree
critical point: 0.7110 bohr from C, 1.4190 bohr from O
C: electrons = 4.6225, charge q = +1.3775 e
C: atomic dipole M = +1.7192 au, Theta_A = -0.2225 au
C: electrons facing other atom = 1.566, behind = 3.056
C: integral of Laplacian = +2.0e-06 au
O: electrons = 9.3775, charge q = -1.3775 e
O: atomic dipole M = +1.1120 au, Theta_A = -0.0636 au
O: electrons facing other atom = 5.218, behind = 4.159
O: integral of Laplacian = +6.1e-06 au
charge term = -2.9341 au = -7.458 debye
M_C + M_O = +2.8312 au
dipole from basins = -0.1029 au
dipole direct = -0.1029 au = -0.262 debye
|charge term / dipole| = 28.5
C charge fitted to dipole = +0.0483 e
quadrupole: basins = -1.5793 au, direct = -1.5793 au
--- PBE0 density cut by the midpoint plane ---
q_C = +0.1928 e, q_O = -0.1928 e
M_C = +0.8661 au, M_O = -0.4143 au
charge term = -0.4106 au, dipole = +0.0412 au
C side: integral of Laplacian = +1.2173 au
```
